# Resonant charge exchange: the gerade–ungerade phase and the squared-logarithm cross section

A cross section for \(A^+ + A \to A + A^+\) needs the splitting between two molecular-ion curves, and the person computing it must decide at which internuclear distances that splitting has to be converged. The answer is a narrow band around a critical impact parameter \(b^*\), which for slow Li\(^+\) + Li lies near 20 bohr. The theorem below locates \(b^*\), gives the cross section from it, and shows how far the rule "squared logarithm of speed" can be trusted.

Hartree atomic units are used unless a unit is shown. \(\gamma_E\) is Euler's constant.

## Assumptions and theorem

The atom has one active s electron outside a closed-shell core. \(E_g(R)\) and \(E_u(R)\) are the energies of the lowest gerade and ungerade \(\Sigma\) states of the molecular ion, and \(\Delta(R)=E_u-E_g>0\).

1. The nuclei follow a straight path at constant relative speed \(v\), \(R^2=b^2+v^2t^2\), with impact parameter \(b\).
2. Only these two states are populated.
3. The motion is slow enough to neglect the momentum an electron acquires by travelling with its nucleus.
4. The nuclei are labelled by their paths, so that transfer can be told from elastic scattering.

**Theorem.** Under these assumptions the transfer probability and cross section are

\[
P(b)=\sin^2\eta(b),\qquad \eta(b)=\tfrac12\int_{-\infty}^{\infty}\Delta(R(t))\,dt,\qquad \sigma=2\pi\int_0^\infty P(b)\,b\,db .
\]

If \(\Delta=\Delta_0e^{-\alpha R}\), put \(\Lambda=\Delta_0/(\alpha v)\). Then \(\eta=(\Delta_0/v)\,b\,K_1(\alpha b)\), with \(K_1\) a modified Bessel function, and for \(\Lambda\to\infty\)

\[
\sigma=\frac{\pi}{2}\left[b^{*2}-\frac{\pi^2}{12\alpha^2}\right]+o(1),\qquad \eta(b^*)=\eta^*=\tfrac12e^{-\gamma_E}\approx0.281 ,
\]

\[
\frac{\sigma}{(\pi/2\alpha^2)\ln^2\Lambda}\to1 .
\]

The squared logarithm is thus a leading asymptotic law of this model, not an identity.

## Lemma 1: the phase formula

Measure electron coordinates from the midpoint of the nuclei and choose real normalized states \(g,u\). Choose their signs so that \((g+u)/\sqrt2\) is localized on the initial atom at large \(R\); then \((g-u)/\sqrt2\) is localized on the other nucleus. Insert \(\Psi=c_g g+c_u u\) into the time-dependent Schrödinger equation and project on \(g\):

\[
i\dot c_g=E_gc_g-i\langle g|\dot g\rangle c_g-i\langle g|\dot u\rangle c_u .
\]

The second term vanishes because \(\langle g|g\rangle=1\) with \(g\) real gives \(2\langle g|\dot g\rangle=0\). The third vanishes because \(u\) stays odd under inversion through the midpoint while the axis stretches and turns. Hence \(\dot u\) is odd and orthogonal to \(g\). The same holds with \(g\) and \(u\) exchanged. From \(c_g=c_u=1/\sqrt2\) each amplitude acquires only its own phase, \(\varphi_{g,u}=\int E_{g,u}\,dt\). The amplitude on \((g-u)/\sqrt2\) is \(\tfrac12(e^{-i\varphi_g}-e^{-i\varphi_u})\), so

\[
P=\tfrac14\left|e^{-i\varphi_g}-e^{-i\varphi_u}\right|^2=\tfrac12\left[1-\cos(\varphi_u-\varphi_g)\right]=\sin^2\frac{\varphi_u-\varphi_g}{2}.
\]

This is the stated formula; the half comes from the half-angle identity. \(\square\)

The electron does not jump at one moment. It oscillates between the nuclei at angular frequency \(\Delta\), and the oscillation comes to rest as the nuclei separate and \(\Delta\) tends to zero.

Assumptions 2 and 3 were tested in part on an electron in two moving one-dimensional wells, propagated without restriction to two states. This includes the stretching of the axis but not its rotation. At \(v=0.05\) and \(b=4.5,\,5.0,\,6.0\) bohr the transfer probabilities were 0.317, 0.998 and 0.363; the phase formula gave 0.320, 0.998 and 0.361.

## Lemma 2: exponential splitting

Put \(vt=b\sinh w\), so that \(R=b\cosh w\) and \(dt=(b/v)\cosh w\,dw\). The two halves of the path contribute equally, which cancels the factor \(\tfrac12\):

\[
\eta=\frac bv\int_0^\infty\Delta_0e^{-\alpha b\cosh w}\cosh w\,dw=\frac{\Delta_0}{v}\,b\,K_1(\alpha b),
\]

where \(K_\nu(z)=\int_0^\infty e^{-z\cosh w}\cosh(\nu w)\,dw\). With \(z=\alpha b\) this reads \(\eta=\Lambda f(z)\), \(f(z)=zK_1(z)\).

Three properties of \(f\) are needed.

- The substitution \(y=z\sinh w\) gives \(f=\int_0^\infty e^{-\sqrt{z^2+y^2}}dy\). So \(f(0)=1\), and \(f\) decreases to zero.
- Integration by parts gives \(K_1=z\int_0^\infty\sinh^2w\,e^{-z\cosh w}dw\). Since \(\sinh^2w=\cosh^2w-1\) and \(K_1'=-\int_0^\infty\cosh^2w\,e^{-z\cosh w}dw\), this says \(K_1=-zK_1'-zK_0\). Therefore \(f'=K_1+zK_1'=-zK_0\).
- With \(q=\sinh(w/2)\) we have \(\cosh w=1+2q^2\) and \(dw=2\,dq/\sqrt{1+q^2}\). Expanding around \(q=0\) under the Gaussian \(e^{-2zq^2}\), for which the mean of \(q^2\) is \(1/(4z)\), gives for large \(z\)

\[
K_1\simeq\sqrt{\frac{\pi}{2z}}\,e^{-z}\left(1+\frac{3}{8z}\right),\qquad K_0\simeq\sqrt{\frac{\pi}{2z}}\,e^{-z}\left(1-\frac{1}{8z}\right).\qquad\square
\]

## Lemma 3: averages with an oscillating weight

Define \(\langle F\rangle=2\int_0^\infty F(\eta)\sin2\eta\,d\eta\), with a factor \(e^{-\epsilon\eta}\) inserted and \(\epsilon\to0^+\) taken last. Start from \(\int_0^\infty\eta^se^{-p\eta}d\eta=\Gamma(1+s)p^{-1-s}\), set \(p=\epsilon-2i\to2e^{-i\pi/2}\), and take the imaginary part:

\[
\langle\eta^s\rangle=2^{-s}\,\Gamma(1+s)\cos\frac{\pi s}{2}.
\]

Now use \(\ln\Gamma(1+s)=-\gamma_Es+\pi^2s^2/12+\dots\) and \(\ln\cos(\pi s/2)=-\pi^2s^2/8+\dots\):

\[
\ln\langle e^{s\ln\eta}\rangle=-(\gamma_E+\ln2)\,s-\frac{\pi^2}{24}s^2+O(s^3).
\]

The coefficient of \(s\) is the mean of \(\ln\eta\), and that of \(s^2/2\) is its variance. So \(\langle1\rangle=1\), the mean is \(-\gamma_E-\ln2=\ln\eta^*\), and the variance is \(-\pi^2/12\). A negative variance is possible because \(\sin2\eta\) is not a probability density. \(\square\)

## Lemma 4: a purely exponential phase

For \(\eta=e^{L-z}\), \(z\ge0\), integrate by parts. The boundary terms vanish, and \(\eta\) falls from \(e^L\) to 0 as \(z\) rises:

\[
J=\int_0^\infty z\sin^2\eta\,dz=-\int_0^\infty\frac{z^2}{2}\sin2\eta\,\frac{d\eta}{dz}\,dz=\frac12\int_0^{e^L}(L-\ln\eta)^2\sin2\eta\,d\eta .
\]

Extend the upper limit to infinity. The added integrand factor \((L-\ln\eta)^2\) and its first derivative vanish at \(\eta=e^L\), while its second derivative there is \(2e^{-2L}\). Repeated integration by parts therefore bounds the added piece by a constant times \(e^{-2L}\). Lemma 3 gives

\[
J=\tfrac14\langle(L-\ln\eta)^2\rangle+O(e^{-2L})=\tfrac14\left[(L+\gamma_E+\ln2)^2-\frac{\pi^2}{12}\right]+O(e^{-2L}).\qquad\square
\]

For \(L=\ln50\), quadrature gives 6.50871 and the formula 6.50866.

## Proof of the cross-section formula

Lemma 2 turns the cross section into \(\sigma=(2\pi/\alpha^2)J(\Lambda)\), where the same integration by parts gives

\[
J(\Lambda)=\int_0^\infty z\sin^2(\Lambda f)\,dz=\frac12\int_0^\Lambda h(\eta)\sin2\eta\,d\eta,\qquad h=z(\eta)^2 .
\]

**Expansion.** Let \(u=\ln(\eta/\eta^*)\), so that \(\langle u\rangle=0\) and \(\langle u^2\rangle=-\pi^2/12\), and let \(z^*=\alpha b^*\) be the value of \(z\) at \(u=0\). From \(f'=-zK_0\),

\[
\frac{dz}{du}=\frac{f}{f'}=-r(z),\qquad r=\frac{K_1}{K_0}=1+\frac1{2z}+O(z^{-2}).
\]

Hence \(dh/du=-2zr\) and

\[
\frac{d^2h}{du^2}=2r\,(r+zr')=2+\frac1z+O(z^{-2}),\qquad \frac{d^3h}{du^3}=O(z^{-2}).
\]

Let \(T\) be the quadratic Taylor polynomial of \(h\) in \(u\) about \(u=0\). Its linear term averages to zero, which is the reason for choosing \(\eta^*\) as the critical phase:

\[
\langle T\rangle=z^{*2}-\frac{\pi^2}{12}\left(1+\frac1{2z^*}\right)+O(z^{*-2}).
\]

**Remainder.** It must be shown that \(\int_0^\Lambda h\sin2\eta\,d\eta\) may be replaced by \(\int_0^\infty T\sin2\eta\,d\eta\). Split both at \(Y=z^{*3}\), which is far below \(\Lambda\), since \(\Lambda\) grows exponentially with \(z^*\).

- Below \(Y\), \(z\) stays of order \(z^*\) or larger, so \(|h-T|\le C|u|^3/z^{*2}\) and \(|d(h-T)/d\eta|\le Cu^2/(z^{*2}\eta)\). The part \(\eta<1\) contributes \(O(z^{*-2})\). On \(1<\eta<Y\), one integration by parts leaves \(O(\ln^3z^*/z^{*2})\) and the boundary term \(-\tfrac12(h-T)\cos2\eta\) at \(Y\).
- Above \(Y\), integration by parts of the two separate integrals gives \(+\tfrac12(h-T)\cos2\eta\) at \(Y\), which cancels that term. At the other end \(h(\Lambda)=0\), because \(z=0\) there.
- What is left of \(h\) is \(\tfrac12\int_Y^\Lambda h'\cos2\eta\,d\eta\), with \(h'=2z/(\Lambda f')=-2/(\Lambda K_0(z))\). Its magnitude decreases steadily as \(\eta\) rises, since \(z\) falls and \(K_0\) grows. The integral is then bounded by a constant times \(|h'(Y)|=O(z^*/Y)=O(z^{*-2})\). For \(T\), a further integration by parts gives the same order.

Since \(J=\tfrac14\langle T\rangle\) up to these remainders,

\[
J(\Lambda)=\frac14\left[z^{*2}-\frac{\pi^2}{12}-\frac{\pi^2}{24z^*}\right]+O\!\left(\frac{\ln^3z^*}{z^{*2}}\right).
\]

Multiplying by \(2\pi/\alpha^2\) and dropping the terms that vanish gives the stated \(\sigma\).

**The logarithm.** Take the logarithm of \(\Lambda z^*K_1(z^*)=\eta^*\), using the large-\(z\) form of \(K_1\):

\[
z^*=\ln\Lambda+\tfrac12\ln\frac{\pi z^*}{2}+\gamma_E+\ln2+\frac{3}{8z^*}+O(z^{*-2}).
\]

The second term grows more slowly than the first, so \(z^*/\ln\Lambda\to1\), which proves the last statement. \(\blacksquare\)

At \(\Lambda=100\) quadrature gives \(J=12.498\) and the formula of the theorem 12.514. The next term, \(-\pi^2/(96z^*)=-0.014\) at \(z^*=7.13\), accounts for most of the difference.

## Remarks

**Meaning of \(b^*\).** For \(b\) well inside \(b^*\) the phase is large and \(\sin^2\eta\) averages to \(\tfrac12\). Outside, it dies exponentially. The result is half the area of a disc, \(\pi b^{*2}/2\), with a small correction for the soft edge.

**Slow convergence.** The ratio \((z^*/\ln\Lambda)^2\) is 1.64 at \(\ln\Lambda=10\), 1.08 at 100 and 1.01 at 1000. The bare \(\ln^2\Lambda\) is therefore useless for absolute values at ordinary speeds. The equation for \(b^*\) should be solved instead.

**Slope.** A plot of \(\sqrt\sigma\) against \(\ln v\) is nevertheless nearly straight. At fixed \(\Delta_0\), \(d\ln\Lambda=-d\ln v\), and differentiating \(\ln\Lambda+\ln f(z^*)=\ln\eta^*\) gives \(dz^*/d\ln v=-K_1(z^*)/K_0(z^*)\). Neglecting the soft-edge correction,

\[
\frac{d\sqrt\sigma}{d\ln v}\simeq-\sqrt{\frac\pi2}\,\frac1\alpha\,\frac{K_1(z^*)}{K_0(z^*)},
\]

whose Bessel ratio changes slowly, as \(1+1/(2z^*)\).

**A power prefactor.** Suppose \(\Delta=CR^pe^{-\gamma R}\). For large \(b\) put \(R=b+x\), so \(\sqrt{R^2-b^2}\simeq\sqrt{2bx}\). With \(\alpha\) the local decay rate of \(\Delta\) at \(b\),

\[
\eta\simeq\frac{\Delta(b)}{v}\sqrt{\frac b2}\int_0^\infty\frac{e^{-\alpha x}}{\sqrt x}\,dx=\frac{\Delta(b)}{v}\sqrt{\frac{\pi b}{2\alpha}} .
\]

Setting this equal to \(\eta^*\) gives \(\gamma b^*=\ln(1/v)+(p+\tfrac12)\ln b^*+\text{const}\) to leading order. The squared logarithm survives, with \(\gamma\) in place of \(\alpha\), and the prefactor only changes the slow correction.

**The weak-phase limit.** If \(\Lambda\ll1\), then \(\eta\ll1\) for every \(b\) and \(\sin^2\eta\simeq\eta^2\). The model cross section becomes \((2\pi\Lambda^2/\alpha^2)\int_0^\infty z^3K_1^2\,dz\), proportional to \(v^{-2}\). The squared logarithm needs strong phases at small \(b\).

**Where the assumptions fail.** As \(v\to0\) the kinetic energy falls as \(v^2\), while \(b^*\) grows only logarithmically. An ion–atom attraction that falls as a power of \(R\) eventually bends the path even at \(b^*\), so the limit \(v\to0\) is formal. At high speed, electrons carried by the two nuclei differ in phase along the axis by about \(R\dot R=v^2t\). The splitting acts while \(R-b\simeq v^2t^2/(2b)\lesssim1/\alpha\), so neglecting this phase requires \(v\sqrt{2b^*/\alpha}\ll1\).

## Worked example: Li\(^+\) + Li

The two closed-shell cores were treated by Hartree–Fock, and the valence electron was placed in their frozen static-exchange field. Polarization of the cores by that electron and all correlation are left out, so the 2s level lies at \(-0.1963\) hartree instead of the measured \(-0.1981\). A rough estimate of the effect comes from adding a short-range attraction to each core, tuned to the measured level: it lowers the splitting at 21 bohr by about 7% and \(\sigma\) at \(v=0.01\) by about 9 bohr\(^2\), or 1.5%. The cross sections below are values of the frozen-core model, and their third digit does not carry over to real lithium. An exponential fitted to the splitting between 15 and 27 bohr gives \(\alpha=0.530\) bohr\(^{-1}\) and \(\Delta_0=13.35\) hartree.

**Cross section at \(v=0.01\).** Here \(\Lambda=13.35/(0.530\times0.01)\approx2.52\times10^3\) and \(\ln\Lambda=7.83\). Solving for the critical phase gives \(b^*=19.89\) bohr, or \(z^*=10.54\). Then

\[
\sigma=\frac\pi2\left[19.89^2-\frac{0.822}{0.530^2}\right]=\frac\pi2\,(395.6-2.9)\approx617\ \text{bohr}^2 .
\]

Quadrature with the same exponential also gives 617. The bare law would give \((\pi/2)(7.83/0.530)^2\approx343\) bohr\(^2\), little more than half.

Integrating with the computed splitting itself gives 625 bohr\(^2\), or \(1.75\times10^{-18}\) m\(^2\). Most of the excess of 1.4% comes from the error of the fit near \(b^*\). At 21 bohr, for example, the computed splitting lies above the fitted curve by 0.076 in its logarithm. Solving \(\eta(b^*)=\eta^*\) with the computed splitting moves \(b^*\) from 19.89 to 20.02 bohr, which raises \(\sigma\) by 1.3%.

**Speed dependence.** From \(v=0.005\) to 0.04 the cross section from the computed splitting falls from 715 to 463 bohr\(^2\). The line \(\sqrt\sigma=13.48-2.50\ln v\) (bohr) reproduces the four values of \(\sqrt\sigma\) to about 0.1%. Its slope must not be read as \(-\sqrt{\pi/2}/\alpha\): that would give \(\alpha=0.50\), about 5% below the fitted value, mainly because the Bessel ratio is 1.05 here.

**Reliability of the splitting.** The local decay rate is 0.468 bohr\(^{-1}\) at 15 bohr and 0.541 at 23, both below the atomic tail exponent \(\sqrt{-2\varepsilon_{2s}}=0.627\). The fitted \(\alpha\) is thus an effective exponent for this window. Between 27 and 29 bohr, however, the average rate is \(\tfrac12\ln(7.24/1.63)\approx0.75\), above the atomic value. The cause is the s and p part of the basis, which describes the far tail poorly. With more closely spaced and more diffuse exponents (\(0.004\times2.1^i\) for 16 s functions, \(0.005\times2.1^i\) for 7 p functions, \(i=0,1,\dots\)) the average rate there is 0.55, and \(\sigma\) changes by about 1 bohr\(^2\) at \(v=0.005\) and by less at \(v=0.01\). The effect of the tail on \(\sigma\) is small: replacing the original splitting beyond 25 bohr by a matched asymptotic form proportional to \(R^{2/\kappa-1}e^{-\kappa R}\), with \(\kappa=0.627\) bohr\(^{-1}\), changes \(\sigma\) by about 0.1% at \(v=0.005\) and by less at 0.01 and 0.04.

The integral in the power-prefactor remark gives a simple estimate of the weight of the tail: the share of \(\eta(b)\) from beyond \(R\) is about \(\operatorname{erfc}\sqrt{\alpha(R-b)}\). At the slowest speed, with \(b^*=21.3\) bohr and \(R=27\) bohr, it is about 1.4%. Losing all of it would lower \(\sigma\) by roughly 0.3% for the fitted exponential and 0.2% for the computed splitting. The original basis has two d shells per atom; adding a third d shell and two f shells changes the splitting at 21 bohr by 0.7%, which moves \(\sigma\) by about 0.1%.

**Reliability of the collision model.** For \(b<5\) bohr the splitting was not computed and the mean \(P=\tfrac12\) was used. Within the two-state model this can cause an error of at most 39 bohr\(^2\), or 6% of \(\sigma\) at \(v=0.01\); this is a bound, not an estimate. Between 5 and 7 bohr the lowest \(\Pi_u\) level also crosses the \(\Sigma_u\) level, and the turning axis couples the two states. Assumption 2 is therefore not secure for such close collisions, and the effect on \(\sigma\) was not computed. At \(v=0.005\) the mean ion–atom interaction at 21 bohr is 0.6% of the collision energy, so the path near \(b^*\) is nearly straight. Letting it bend in an \(R^{-4}\) attraction of that strength raises \(\sigma\) by about 4 bohr\(^2\) (0.6%) at \(v=0.005\) and 1 bohr\(^2\) (0.2%) at \(v=0.01\). The high-speed parameter \(v\sqrt{2b^*/\alpha}\) is 0.09 at \(v=0.01\) but 0.32 at \(v=0.04\), where the neglect of electron momentum is least secure.

For this system at speeds from 0.005 to 0.01 the effort therefore belongs at roughly 15 to 25 bohr, in the diffuse tail of the valence orbital. The band moves with \(b^*\): it lies further in at \(v=0.04\), where \(b^*\) is about 17 bohr, and further out at speeds below 0.005. The numerical output lists the splittings and cross sections.

## Calculated quantities

```
Moving-well test, speed = 0.050 a.u.
  b = 4.5 bohr: P dynamic = 0.3169, P phase formula = 0.3204
  b = 5.0 bohr: P dynamic = 0.9975, P phase formula = 0.9980
  b = 6.0 bohr: P dynamic = 0.3626, P phase formula = 0.3613
Critical phase exp(-Euler)/2 = 0.2807 rad
Pure exponential phase, L = ln 50: direct 6.50871, formula 6.50866
Integral of z sin^2(eta) for eta = Lam z K1(z), dimensionless:
  Lam = 1e+02: z* = 7.1330, direct 12.4981, formula 12.5142
  Lam = 1e+04: z* = 11.9781, direct 35.6539, formula 35.6632
  ln Lam = 10: (z*/ln Lam)^2 = 1.6382
  ln Lam = 100: (z*/ln Lam)^2 = 1.0779
  ln Lam = 1000: (z*/ln Lam)^2 = 1.0099
  ln Lam = 10000: (z*/ln Lam)^2 = 1.0012
Li 2s level = -0.19627 hartree, tail exponent = 0.6265 1/bohr
  R = 5 bohr: splitting = 1.2650e-01 hartree
  R = 7 bohr: splitting = 8.4303e-02 hartree
  R = 9 bohr: splitting = 4.7349e-02 hartree
  R = 11 bohr: splitting = 2.3541e-02 hartree
  R = 13 bohr: splitting = 1.0503e-02 hartree
  R = 15 bohr: splitting = 4.2739e-03 hartree
  R = 17 bohr: splitting = 1.6314e-03 hartree
  R = 19 bohr: splitting = 5.9683e-04 hartree
  R = 21 bohr: splitting = 2.1156e-04 hartree
  R = 23 bohr: splitting = 7.2928e-05 hartree
  R = 25 bohr: splitting = 2.4119e-05 hartree
  R = 27 bohr: splitting = 7.2389e-06 hartree
  R = 29 bohr: splitting = 1.6295e-06 hartree
Larger basis changes splitting at 21 bohr by 0.69 %
Local decay rate at 15, 23 bohr = 0.4678, 0.5412 1/bohr
Fit 15-27 bohr: alpha = 0.5299 1/bohr, Delta0 = 13.346 hartree
Largest fit error in ln(splitting) = 0.121
Li+ + Li; sigma in bohr^2: computed splitting / exponential / formula
  v = 0.005 a.u., b* = 21.26 bohr: 714.5 / 704.9 / 705.2
  v = 0.010 a.u., b* = 19.89 bohr: 625.4 / 616.6 / 616.8
  v = 0.020 a.u., b* = 18.52 bohr: 542.2 / 533.9 / 534.1
  v = 0.040 a.u., b* = 17.14 bohr: 463.2 / 456.8 / 457.0
Largest error from b < 5 bohr = 39.3 bohr^2
Slope d sqrt(sigma)/d ln v at v = 0.01 a.u.:
  exponential -2.4853, formula -2.4751 bohr
Line through computed sqrt(sigma): 13.481 + (-2.502) ln v bohr
Largest deviation from that line = 0.07 %
Mean ion-atom interaction at 21 bohr = -4.57e-04 hartree
Centre-of-mass energy at v = 0.005 a.u. = 0.0791 hartree
Main result at v = 0.01 a.u. (2.188e+04 m/s, 8.61 eV c.m.):
  sigma = 625.4 bohr^2 = 1.751e-18 m^2
```
